# Switching voltage of a sinh-law memristor under a linear ramp

**Result**

A memristive state coordinate $x$ starts at zero and moves with velocity $A\sinh(V/V_0)$ while the voltage rises as $V=rt$. The voltage at which it has covered a fixed distance $D$ is

$$V_s=V_0\,\operatorname{arccosh}(1+u),\qquad u=\frac{rD}{AV_0}. \tag{1}$$

For fast sweeps, $u\gg1$, this becomes

$$V_s\simeq V_0\ln(2u)=V_0\ln\frac{2rD}{AV_0}, \tag{2}$$

so that each tenfold increase of the sweep rate raises the switching voltage by $V_0\ln10$. Equation (1) is exact within the model. Equation (2) is its fast-sweep limit and fails for slow sweeps, where $V_s$ varies as $\sqrt r$.

**The model and what it assumes**

The equation of motion is

$$\frac{dx}{dt}=A\sinh\frac{V}{V_0},\qquad V=rt,\qquad x(0)=0, \tag{3}$$

with $A$, $V_0$ and $r$ positive. Here $x$ is a length, for instance that of a growing metal filament, $A$ is a velocity and $V_0$ a voltage. The dimensionless number $u$ compares the distance $D$ with $AV_0/r$, which is the velocity $A$ times the time $V_0/r$ that the ramp needs to rise by $V_0$.

Four assumptions are contained in (3). The velocity does not depend on $x$. The whole applied voltage drives the step that limits the motion, with no share lost in a series resistance. The temperature is constant, so $A$ and $V_0$ are constant. Motion begins as soon as $V>0$, without a threshold.

A convention is also needed for the word switching. Equation (3) describes smooth motion and marks no switching event by itself. A switching voltage exists once a distance $D$ is named whose completion counts as the event, such as the width of the gap that the filament must bridge.

**Derivation of the exact law**

Since $dV=r\,dt$, time can be replaced by voltage:

$$\frac{dx}{dV}=\frac{dx}{dt}\,\frac{dt}{dV}=\frac{A}{r}\sinh\frac{V}{V_0}. \tag{4}$$

The right side depends on $V$ alone. An antiderivative of $\sinh(V/V_0)$ is $V_0\cosh(V/V_0)$, and the integral from zero to $V$ gives

$$x(V)=\frac{AV_0}{r}\left[\cosh\frac{V}{V_0}-1\right]. \tag{5}$$

The $-1$ is the contribution of the lower limit, $\cosh0=1$. It ensures $x(0)=0$. Setting $x=D$ and multiplying by $r/(AV_0)$ yields

$$\cosh\frac{V_s}{V_0}=1+u. \tag{6}$$

The velocity is positive for $V>0$, so $x$ increases steadily and passes $D$ once. The positive root of (6) is therefore the switching voltage, which is (1).

For a logarithmic form, write $v=V_s/V_0$. From $\cosh^2v-\sinh^2v=1$ and $v>0$,

$$\sinh v=\sqrt{(1+u)^2-1}=\sqrt{u^2+2u}. \tag{7}$$

Because $e^v=\cosh v+\sinh v$,

$$V_s=V_0\ln\left[1+u+\sqrt{u^2+2u}\right]. \tag{8}$$

**Fast sweeps: the logarithm and its error**

The square root in (8) lies between two simple values. It exceeds $u$, because $u^2+2u>u^2$. It is less than $1+u$, because $(1+u)^2=u^2+2u+1$. Hence the bracket in (8) lies between $1+2u$ and $2(1+u)$. The first exceeds $2u$, and the logarithm of the second is $\ln(2u)+\ln(1+1/u)$, which is below $\ln(2u)+1/u$. For every $u>0$, therefore,

$$0<\frac{V_s}{V_0}-\ln(2u)<\frac1u. \tag{9}$$

The logarithmic law underestimates the switching voltage, by less than $V_0/u$.

The next terms follow from $y=1+u$. Taking $y$ out of the logarithm,

$$\operatorname{arccosh}y=\ln y+\ln\left(1+\sqrt{1-y^{-2}}\right)=\ln(2y)-\frac1{4y^2}+O(y^{-4}), \tag{10}$$

where the root was expanded as $1-1/(2y^2)$ and a factor 2 was taken out of the second logarithm. With $\ln(1+u)=\ln u+1/u-1/(2u^2)+O(u^{-3})$ and $1/y^2=1/u^2+O(u^{-3})$, the terms in $u^{-2}$ add to $-\tfrac12-\tfrac14=-\tfrac34$:

$$V_s=V_0\left[\ln(2u)+\frac1u-\frac3{4u^2}+O(u^{-3})\right]. \tag{11}$$

**Slow sweeps: the square root**

For small $u$ the voltage stays below $V_0$, and (6) becomes $v^2/2+v^4/24+\dots=u$. To lowest order $v^2=2u$. Putting this into the quartic term gives $v^2=2u-v^4/12=2u-u^2/3$ to the next order, and the square root is

$$V_s=V_0\sqrt{2u}\left[1-\frac{u}{12}+O(u^2)\right]. \tag{12}$$

The leading term is $\sqrt{2rDV_0/A}$. It can be compared with a device whose velocity is linear, $AV/V_0$, at all voltages. There $D=AV_s^2/(2rV_0)$, so $V_s=V_0\sqrt{2u}$ at every rate, with no logarithm. The logarithm thus comes from the exponential growth of the hyperbolic sine above $V_0$.

**The local slope**

On a plot of $V_s$ against the logarithm of $r$, the law (2) is a straight line, and the local slope shows how nearly it holds. Differentiating (6) gives $\sinh v\,dv=du$. With $A$, $D$ and $V_0$ fixed, $d\ln r=du/u$, so

$$\frac{dV_s}{d\ln r}=V_0\frac{u}{\sinh v}=V_0\sqrt{\frac{u}{u+2}}, \tag{13}$$

where (7) was used. Since $u=\cosh v-1=2\sinh^2(v/2)$ and $\sinh v=2\sinh(v/2)\cosh(v/2)$, the same slope is

$$\frac{dV_s}{d\ln r}=V_0\tanh\frac{V_s}{2V_0}. \tag{14}$$

The slope rises steadily with rate and approaches $V_0$ from below. Multiplication by $\ln10$ converts it to volts per decade. A straight line fitted to data that reach into the slow regime therefore gives too small a $V_0$.

In the fast regime two parameters can be read from the line (2). Its slope gives $V_0$. Its extrapolation to zero voltage, at $2u=1$, gives

$$r^*=\frac{AV_0}{2D},\qquad \frac AD=\frac{2r^*}{V_0}. \tag{15}$$

The sweep data determine the ratio $A/D$ but not $A$ and $D$ separately, since (1) contains only this ratio. The rate $r^*$ is not a threshold: there $u=\tfrac12$, and the true switching voltage is $V_0\operatorname{arccosh}(1.5)\approx0.96\,V_0$, not zero.

**When the motion takes place**

By (5), the fraction of the distance covered one $V_0$ before switching is

$$\frac{x(V_s-V_0)}{D}=\frac{\cosh(v-1)-1}{\cosh v-1}\;\longrightarrow\;\frac1e\qquad(v\gg1). \tag{16}$$

Almost two thirds of the motion then falls within the last $V_0$ of the ramp, which lasts $V_0/r$. A comparison with a constant voltage makes this sharper. Held at $V_s$ from the start, the device would need the time

$$t_c=\frac{D}{A\sinh v}=\frac{V_0}{r}\,\frac{u}{\sinh v}=\frac{V_0}{r}\tanh\frac{V_s}{2V_0}, \tag{17}$$

where $D/A=uV_0/r$. In the fast limit a ramp is as effective as a pulse of height $V_s$ and length $V_0/r$. This explains the logarithm physically: a tenfold faster ramp leaves a tenth of the time, the velocity must be ten times larger, and an exponential velocity law supplies that factor for an extra $V_0\ln10$.

**A second case: growth with a threshold**

Suppose that motion starts only above a nucleation voltage $V_n$. The integral of (4) then begins at $V_n$, and the lower limit contributes $\cosh(V_n/V_0)$ in place of 1:

$$V_s=V_0\operatorname{arccosh}\left[\cosh\frac{V_n}{V_0}+u\right]. \tag{18}$$

For slow sweeps $V_s$ tends to $V_n$ instead of zero, and the square-root regime disappears if $V_n$ is well above $V_0$. For $u\gg\cosh(V_n/V_0)$ the logarithm (2) returns unchanged.

**Example: a silver metallization cell**

In an electrochemical metallization cell, silver ions cross an electrolyte film and are deposited on a filament that grows towards the silver electrode. Let charge transfer at the filament tip limit the growth. With the voltage $\eta$ across this interface counted positive for deposition, the Butler-Volmer equation for singly charged ions is

$$j=j_0\left[e^{\alpha q\eta/kT}-e^{-(1-\alpha)q\eta/kT}\right]. \tag{19}$$

For $\alpha=\tfrac12$ the bracket is $2\sinh(q\eta/2kT)$. Each ion carries charge $q$ and adds the volume $\Omega$ of one silver atom, so the tip advances at $j\Omega/q$. Comparison with (3) gives

$$V_0=\frac{2kT}{q},\qquad A=\frac{2j_0\Omega}{q}. \tag{20}$$

At 300 K, $V_0=51.70$ mV. The atomic volume of silver is $0.01708\ \mathrm{nm^3}$. With a rough $j_0=0.01\ \mathrm{A/cm^2}$, which is $100\ \mathrm{A/m^2}$,

$$A=\frac{2\times100\times1.708\times10^{-29}}{1.602\times10^{-19}}\ \mathrm{m/s}=21.3\ \mathrm{nm/s}.$$

For a gap $D=20$ nm and a sweep of 1 V/s,

$$u=\frac{1\times20}{21.32\times0.05170}=18.15,\qquad V_s=51.70\ \mathrm{mV}\times\operatorname{arccosh}(19.15)=188.4\ \mathrm{mV}.$$

The other rates, with everything else fixed, give:

| $r$ (V/s) | $u$ | $V_s$ (mV) | $V_0\ln 2u$ (mV) | slope (mV/decade) |
|---|---|---|---|---|
| 0.01 | 0.1815 | 30.7 | −52.4 | 34.3 |
| 0.1 | 1.815 | 87.6 | 66.7 | 82.1 |
| 1 | 18.15 | 188.4 | 185.7 | 113.0 |
| 10 | 181.5 | 305.0 | 304.8 | 118.4 |
| 100 | 1815 | 423.8 | 423.8 | 119.0 |

Direct integration of (3) in time reproduces (1) at these five rates to better than $10^{-12}$ V. The logarithm is useless at 0.01 V/s, where $2u<1$ makes it negative. At 1 V/s it is 2.7 mV too low, as the two correction terms in (11) require. The slope approaches $V_0\ln10=119.1$ mV/decade.

Equation (15) gives $r^*=0.0276$ V/s. Integrated sweeps of the ideal model at $10^3$ and $10^4$ V/s, extrapolated to zero voltage, give 0.0275 V/s. For a linear velocity with the same $A$ and $V_0$, the switching voltage would be 0.311 V at 1 V/s and 3.115 V at 100 V/s, a factor of ten for a hundredfold rate.

At 100 V/s the fraction in (16) is 0.3675, close to $1/e$. The equivalent pulse (17) lasts about 0.52 ms, whereas the ramp itself takes 4.2 ms to reach $V_s$.

**Voltage lost outside the tip interface**

The ion current must also cross the remaining electrolyte. Treat this as a column as wide as the tip, of length $D-x$ and conductivity $\sigma$. If the surface of the silver electrode is at one potential, this overestimates the resistance, because real current also spreads sideways. The interface receives $V-\phi$, where $\phi=j(D-x)/\sigma$.

For fast sweeps $\sinh$ may be replaced by half an exponential, so that $e^{\phi/V_0}dx=(A/2)e^{V/V_0}dt$. Integrating both sides up to switching, with the lower limit on the right neglected, gives

$$\int_0^D e^{\phi/V_0}dx=\frac{AV_0}{2r}e^{V_s/V_0}. \tag{21}$$

Without the drop the left side is $D$. The shift of the switching voltage is therefore

$$\Delta V_s=V_0\ln\left[\frac1D\int_0^D e^{\phi/V_0}dx\right]\simeq\frac1D\int_0^D\phi\,dx, \tag{22}$$

the last form holding for $\phi\ll V_0$. In this limit the unperturbed velocity is $rx/V_0$, from (5) with $\cosh$ and $\sinh$ both large. The current is thus proportional to $x$, say $j=j_sx/D$ with $j_s$ its value at switching. Then $\phi=(j_sD/\sigma)\,s(1-s)$ with $s=x/D$, and since $\int_0^1s(1-s)\,ds=\tfrac16$,

$$\Delta V_s\simeq\frac{j_sD}{6\sigma}. \tag{23}$$

At 100 V/s, $j_s=36.3\ \mathrm{A/cm^2}$. For a rough $\sigma=10^{-3}$ S/cm, $j_sD/\sigma=36.3\times2\times10^{-6}/10^{-3}$ V $=72.6$ mV, and (23) gives 12.1 mV. Numerical integration with the drop included gives 11.6 mV. The estimate is of first order in $\phi/V_0$, which reaches about 0.35 here, so a difference of this size is no surprise. The column is a strong overestimate for a narrow tip: for a flat tip 10 nm wide in a uniform film, spreading lowers the resistance to about a fifth of the column value at the full gap, and the shift at 100 V/s to about 4.5 mV.

At 1000 V/s the integrated shift is 90 mV. Between 100 and 1000 V/s the switching voltage then rises by $119+78=197$ mV, not 119 mV. Read as $V_0\ln10$, this slope would overstate $V_0$ by about 65%. The slope suffers earlier than the voltage. Since the shift (23) is proportional to $r$, it adds about $\ln10$ times its own value to the slope per decade: roughly 3 mV/decade at 10 V/s, but roughly 26 mV/decade at 100 V/s. With these parameters and this column drop alone, the ideal law thus gives the voltage to about 3% at 100 V/s, while its slope is reliable only up to roughly 10 V/s. The fast end of a measured line is not automatically its most reliable part.

The silver electrode needs a voltage of its own. It carries the same total current over a larger area. For a tip 10 nm wide and a cell 1000 nm wide the area ratio is $10^{-4}$, and if $j_0$ is the same at both interfaces and the current is spread evenly over the electrode, the shift at 100 V/s is 4.5 mV. Even spreading is an idealization: near contact the current concentrates opposite the tip. So is the fixed tip width. When charge transfer limits growth, the side wall of the filament sees nearly the same voltage as the tip and grows too. If the deposit grew equally in all directions, it would end 50 nm wide, the area ratio would reach about $5\times10^{-3}$, and the shift would be about 10 mV at 10 V/s and 53 mV at 100 V/s, adding about 20 and 69 mV/decade to the slope. If the areas were equal, each interface would take half the voltage. Then $V_0$ in (1) would be replaced by $2V_0$, and the fast slope would double.

**The model beside a real cell**

The values of $j_0$ and $\sigma$ are rough, and both can differ by orders of magnitude between electrolytes. As long as $u$ stays large, a tenfold change of $j_0$ moves $V_s$ by about 119 mV at fixed rate, by (2). The chosen $\sigma$ suits a silver-rich chalcogenide glass; an oxide film can conduct ions far less well, and the ohmic drop then sets in at lower rates. The other assumptions have these consequences for the example:

- **Temperature.** At 85 °C, with a rough activation energy of 0.6 eV for $j_0$, $A$ rises to 923 nm/s and $V_0$ to 61.7 mV. The switching voltage falls from 188 to 50 mV at 1 V/s, and from 424 to 264 mV at 100 V/s. At these rates the increase of $A$ outweighs that of $V_0$.
- **Transfer coefficient.** For $\alpha=0.4$ the velocity is no longer a hyperbolic sine. The fast slope becomes $(kT/\alpha q)\ln10=148.8$ mV/decade, and $V_s$ at 100 V/s is 515 mV.
- **Nucleation.** With $V_n=150$ mV, (18) gives 151 mV at 0.01 V/s instead of 31 mV, but 424 mV at 100 V/s, almost unchanged. A cell with a fixed threshold at this voltage would not show the square-root regime. A fixed $V_n$ is an idealization: real nucleation takes a time that depends on the voltage, so its onset moves with the sweep rate and can alter the slope as well.
- **Tunnelling.** If tunnelling closes the circuit when 1 nm of the gap remains, the distance is 19 nm and $V_s$ in the fast regime changes by $V_0\ln(19/20)=-2.7$ mV.
- **Self-heating.** At $V_s$ and 100 V/s, the ion current through a 10 nm tip in the ideal model is 28.5 pA and heats negligibly. With an assumed off resistance of $10^8$ ohm and a heat conductivity of 0.3 W/(m K), the leakage current warms the tip by about 0.3 K if all the heat is released there. This holds only while the gap is too wide for tunnelling. In the last nanometre the resistance falls exponentially, for a barrier of 1 to 2 eV to roughly $10^4$ to $10^5$ ohm at 0.5 nm, and unless the current is limited the heating is then no longer small. That stage and heating after contact lie outside the model.
- **Field.** At 100 V/s the ratio $V_s/D$ is 0.21 MV/cm. This is not the field in the electrolyte, because in the model most of the voltage falls at the tip interface. With the current density of the ideal model, the ohmic field in the column at switching is $j_s/\sigma\approx0.036$ MV/cm. The much higher field within the thin interface layer is not described by either number.

A slope near 119 mV/decade at room temperature is thus what the model predicts for single-charge transfer with $\alpha=\tfrac12$ at one limiting interface. Such a slope does not by itself prove this mechanism, because the transfer coefficient, the second interface and the ohmic drop all change it. Repeating the sweeps at several temperatures and film thicknesses helps to separate them: with the other parameters fixed, (2) predicts a shift $V_0\ln(D_2/D_1)$ between two thicknesses, while the ohmic shift (23) of a uniform column grows in proportion to $D^2$, since $j_s$ is itself proportional to $rD$. Where the current spreads sideways, the resistance grows more slowly than the gap, and this dependence is weaker.

The full set of values is in the numerical output below.

## Calculated quantities

```
temperature: 300 K; electrolyte gap D: 20 nm
exchange current density j0: 0.01 A/cm2
silver molar mass: 107.87 g/mol
silver density: 10.49 g/cm3
volume per silver atom: 0.01708 nm3
voltage scale V0: 51.70 mV
velocity scale A: 21.32 nm/s
fast-sweep slope V0 ln10: 119.1 mV/decade
zero-voltage rate r* of fast line: 0.02755 V/s
r* extrapolated from integrated sweeps: 0.02754 V/s
per rate: u (no unit), exact Vs, V0 ln(2u), local slope
r = 0.01 V/s: u = 0.1815, Vs = 30.70 mV, log = -52.40 mV, slope = 34.3 mV/dec
r = 0.1 V/s: u = 1.815, Vs = 87.63 mV, log = 66.65 mV, slope = 82.1 mV/dec
r = 1 V/s: u = 18.15, Vs = 188.44 mV, log = 185.70 mV, slope = 113.0 mV/dec
r = 10 V/s: u = 181.5, Vs = 305.04 mV, log = 304.76 mV, slope = 118.4 mV/dec
r = 100 V/s: u = 1815, Vs = 423.84 mV, log = 423.81 mV, slope = 119.0 mV/dec
largest |integrated - exact| Vs: 8.7e-13 V
linear velocity, Vs at 1 V/s: 0.311 V
linear velocity, Vs at 100 V/s: 3.115 V
travel share one V0 before Vs, 100 V/s: 0.3675 (no unit)
ionic conductivity: 1e-03 S/cm
ohmic shift of Vs at 1 V/s: +0.13 mV
ohmic shift of Vs at 100 V/s: +11.59 mV
ohmic shift of Vs at 1000 V/s: +89.57 mV
tip diameter: 10 nm; cell: 1000 nm
anode shift of Vs at 100 V/s: +4.49 mV
transfer coefficient 0.4: Vs at 100 V/s: 515.4 mV
transfer coefficient 0.4: slope: 148.8 mV/decade
nucleation voltage: 150 mV
Vs with nucleation at 0.01 V/s: 151.0 mV
Vs with nucleation at 100 V/s: 424.1 mV
hot cell: 358.15 K; activation energy: 0.6 eV
hot cell V0: 61.73 mV; A: 923 nm/s
hot cell Vs at 1 V/s: 50.3 mV
hot cell Vs at 100 V/s: 264.1 mV
tunnelling contact at 1 nm: shift at 100 V/s: -2.65 mV
tip current density at Vs, 100 V/s: 36.3 A/cm2
tip ion current at Vs, 100 V/s: 28.5 pA
off resistance: 1e+08 ohm; heat conductivity: 0.3 W/(m K)
self-heating at Vs, 100 V/s: 0.30 K
mean field Vs/D at 100 V/s: 0.212 MV/cm
```
